# Comment on selecting an oxide breakdown law from narrow-range stress data: test program

```python
"""Claim under test: exponential, power and reciprocal breakdown-lifetime laws
can all fit a narrow stress window and yet diverge at operating voltage.
eta: Weibull characteristic time (s); V: oxide voltage (V); u = V/V0;
n: local voltage exponent at V0; lam = 1, 0, -1 labels exponential, power
and reciprocal laws; beta: known Weibull shape; h: relative half-width.
The simulated truth is the power law. All model parameters are round choices."""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import digamma, polygamma
from scipy.stats import chi2, ncx2, norm, weibull_min

rng = np.random.default_rng(12345)
V0, n, eta0, beta, N = 3.0, 40.0, 1000.0, 1.5, 20
V_op, fail_fraction, target_years = 2.0, 1e-3, 10.0
year, day = constants.Julian_year, constants.day
names = ("exponential", "power", "reciprocal")
lams = {"exponential": 1, "power": 0, "reciprocal": -1}
laws = {
    "exponential": lambda V: eta0 * np.exp(n) * np.exp(-(n / V0) * V),
    "power": lambda V: eta0 * V0**n * V**(-n),
    "reciprocal": lambda V: eta0 * np.exp(-n) * np.exp(n * V0 / V),
}
coords = {"exponential": lambda V: V, "power": np.log,
          "reciprocal": lambda V: 1 / V}


def unified_log(u, lam):
    return -n * np.log(u) if lam == 0 else -n * (u**lam - 1) / lam


def design(name, V):
    V = np.atleast_1d(np.asarray(V, dtype=float))
    return np.column_stack([np.ones(len(V)), coords[name](V)])


def fit(name, V, y):
    """Least squares for each row of y; return SSR and ln eta at V_op."""
    y = np.atleast_2d(y)
    X = design(name, V)
    coef = np.linalg.lstsq(X, y.T, rcond=None)[0]
    residual = y.T - X @ coef
    return np.sum(residual**2, axis=0), (design(name, V_op) @ coef)[0], residual


def simulate(V, devices, trials):
    """Estimate ln eta from individual simulated failure times."""
    eta = laws["power"](V)
    times = eta[None, :, None] * rng.weibull(beta, (trials, len(V), devices))
    estimate = np.log(np.mean(times**beta, axis=2)) / beta
    return estimate - (digamma(devices) - np.log(devices)) / beta


def winning_rates(V, y):
    ssr = np.array([fit(name, V, y)[0] for name in names])
    return np.bincount(np.argmin(ssr, axis=0), minlength=3) / len(y)


# Matched laws: unified form, slope, curvature, local exponent and ordering.
u_grid = np.linspace(0.6, 1.2, 61)
step = 1e-3
local_exponent = {}
for name in names:
    lam, law = lams[name], laws[name]
    assert np.allclose(np.log(law(V0 * u_grid) / eta0),
                       unified_log(u_grid, lam), atol=1e-9)
    low, mid, high = np.log(law(V0 * np.array([1 - step, 1, 1 + step])))
    assert abs((high - low) / (2 * step) + n) < 1e-3
    assert abs((high - 2 * mid + low) / step**2 - n * (1 - lam)) < 1e-3
    ends = np.log(law(V_op * np.exp(np.array([-step, step]))))
    local_exponent[name] = -(ends[1] - ends[0]) / (2 * step)
    assert abs(local_exponent[name] - n * (V_op / V0)**lam) < 1e-3
assert np.allclose(unified_log(u_grid, 1e-6), unified_log(u_grid, 0), atol=1e-4)
away = u_grid[np.abs(u_grid - 1) > 1e-6] * V0
assert np.all(laws["reciprocal"](away) > laws["power"](away))
assert np.all(laws["power"](away) > laws["exponential"](away))

# Noise-free fits to power-law data and scaling of the misfit.
V = np.linspace(2.8, 3.2, 5)
h = (V[-1] - V0) / V0
y_true = np.log(laws["power"](V))
true_op = np.log(laws["power"](V_op))
clean = {name: fit(name, V, y_true) for name in names}
V_half = V0 + (V - V0) / 2
for name in ("exponential", "reciprocal"):
    ssr = clean[name][0][0]
    assert abs(ssr / (7 / 8 * (n * h**2 / 2)**2) - 1) < 0.05
    half_ssr = fit(name, V_half, np.log(laws["power"](V_half)))[0][0]
    assert abs(ssr / half_ssr / 16 - 1) < 0.05
    assert abs(clean[name][1][0] - np.log(laws[name](V_op))) < 0.15

# Sampling error, error of the shape label lam, and law selection.
sigma = np.sqrt(polygamma(1, N)) / beta
y = simulate(V, N, 20000)
assert abs(np.std(y - y_true) / sigma - 1) < 0.02
assert abs(np.mean(y - y_true)) < 0.004
se_lam = sigma / (n / 2 * h**2 * np.sqrt(7 / 8))
quadratic = np.polyfit(V / V0 - 1, y.T, 2)
lam_estimate = 1 + 2 * quadratic[0] / quadratic[1]
assert abs(np.std(lam_estimate) / se_lam - 1) < 0.05
rates = winning_rates(V, y)
predicted_rate = 2 * norm.cdf(0.5 / se_lam) - 1
assert abs(rates[1] - predicted_rate) < 0.02

# Fit acceptance, R squared, projection error and interval coverage.
critical = chi2.ppf(0.95, len(V) - 2)
z95 = norm.ppf(0.975)
sst = np.sum((y - y.mean(axis=1, keepdims=True))**2, axis=1)
summary = {}
for name in names:
    ssr, projected, _ = fit(name, V, y)
    accepted = np.mean(ssr / sigma**2 < critical)
    shift = clean[name][0][0] / sigma**2
    assert abs(accepted - ncx2.cdf(critical, 3, shift + 1e-9)) < 0.015
    z, z_op = coords[name](V), coords[name](V_op)
    se = sigma * np.sqrt(1 / len(V) + (z_op - z.mean())**2
                         / np.sum((z - z.mean())**2))
    assert abs(np.std(projected) / se - 1) < 0.03
    coverage = np.mean(np.abs(projected - true_op) < z95 * se)
    bias = (clean[name][1][0] - true_op) / se
    expected = norm.cdf(z95 - bias) - norm.cdf(-z95 - bias)
    assert abs(coverage - expected) < 0.015
    summary[name] = (np.median(1 - ssr / sst), accepted, se, coverage)

# Low-failure-fraction life and voltage permitted for the target life.
fraction_factor = (-np.log1p(-fail_fraction))**(1 / beta)
assert np.isclose(fraction_factor, weibull_min.ppf(fail_fraction, beta))
allowed = {}
log_need = np.log(target_years * year / fraction_factor / eta0)
for name in names:
    lam = lams[name]
    allowed[name] = brentq(lambda v: np.log(laws[name](v) / eta0) - log_need,
                           1.0, 3.0)
    formula = (np.exp(-log_need / n) if lam == 0
               else (1 - lam * log_need / n)**(1 / lam))
    assert abs(allowed[name] - V0 * formula) < 1e-8

# Remedies: devices needed for standard error 0.25 in lam, and a low-V group.
def devices_needed(width):
    sigma_goal = 0.25 * n / 2 * width**2 * np.sqrt(7 / 8)
    return int(np.ceil(1 / (beta * sigma_goal)**2))


N_narrow, N_wide = devices_needed(h), devices_needed(2 * h)
V_wide = V0 + 2 * (V - V0)
goal_rate = 2 * norm.cdf(2) - 1
rate_many = winning_rates(V, simulate(V, N_narrow, 1500))[1]
rate_wide = winning_rates(V_wide, simulate(V_wide, N_wide, 10000))[1]
rate_wide20 = winning_rates(V_wide, simulate(V_wide, N, 20000))[1]
assert abs(rate_many - goal_rate) < 0.03
assert abs(rate_wide - goal_rate) < 0.03
V_low = 2.4
V_six = np.append(V_low, V)
rate_six = winning_rates(V_six, simulate(V_six, N, 20000))[1]
distance = [np.sqrt(fit(name, V_six, np.log(laws["power"](V_six)))[0][0])
            for name in ("exponential", "reciprocal")]
predicted_six = sum(norm.cdf(d / (2 * sigma)) for d in distance) - 1
assert abs(rate_six - predicted_six) < 0.03
assert rate_six > rates[1] and rate_wide20 > rates[1]
last_failure = (laws["power"](V_low)
                * rng.weibull(beta, (20000, N)).max(axis=1).mean())

print(f"Centre {V0:.1f} V; operation {V_op:.1f} V; exponent n {n:.0f}")
print(f"eta at centre {eta0:.0f} s; beta {beta:.1f}; devices per voltage {N}")
print("Stress voltages (V):", " ".join(f"{v:.1f}" for v in V))
print("True eta there (s):", " ".join(f"{t:.4g}" for t in np.exp(y_true)))
print(f"Relative half-width h {h:.5f}")
print(f"gamma {n / V0:.4f} 1/V; G {n * V0:.1f} V")
print("Matched laws at operating voltage:")
for name in names:
    value = laws[name](V_op)
    print(f" {name}: eta {value:.4g} s; local exponent {local_exponent[name]:.2f}")
    print(f"  life at F={fail_fraction:g}: {value * fraction_factor / year:.4g} years")
    print(f"  voltage for {target_years:.0f} years at this F: {allowed[name]:.3f} V")
ratio = laws["reciprocal"](V_op) / laws["exponential"](V_op)
print(f"Reciprocal/exponential lifetime ratio {ratio:.1f}")
print(f"Failure-fraction factor {fraction_factor:.5f}")
print("Noise-free fits to power-law data:")
for name in names:
    print(f" {name}: max |residual| in ln eta {np.abs(clean[name][2]).max():.4f};"
          f" projected eta {np.exp(clean[name][1][0]):.4g} s")
print(f"Sampling sigma of ln eta {sigma:.4f}; standard error of lam {se_lam:.3f}")
print("Simulated fits, power law true:")
for name, rate in zip(names, rates):
    r2, accepted, se, coverage = summary[name]
    print(f" {name}: median R2 {r2:.4f}; accepted {100 * accepted:.1f} %;"
          f" wins {100 * rate:.1f} %")
    print(f"  projection SE in ln eta {se:.3f}; 95% factor {np.exp(z95 * se):.2f};"
          f" coverage {100 * coverage:.2f} %")
print(f"Predicted win rate of true law {100 * predicted_rate:.1f} %")
print(f"Devices per voltage for SE(lam)=0.25: narrow {N_narrow}, doubled {N_wide}")
print(f"True-law wins with those: narrow {100 * rate_many:.1f} %,"
      f" doubled {100 * rate_wide:.1f} %; predicted {100 * goal_rate:.1f} %")
print(f"Doubled window {V_wide[0]:.1f} to {V_wide[-1]:.1f} V, {N} devices:"
      f" true law wins {100 * rate_wide20:.1f} %")
print(f"Added group at {V_low:.1f} V: true law wins {100 * rate_six:.1f} %;"
      f" predicted {100 * predicted_six:.1f} %")
print(f" eta there {laws['power'](V_low) / day:.1f} days;"
      f" mean last failure of {N}: {last_failure / day:.1f} days")
print("success")
```

Printed output:

```
Centre 3.0 V; operation 2.0 V; exponent n 40
eta at centre 1000 s; beta 1.5; devices per voltage 20
Stress voltages (V): 2.8 2.9 3.0 3.1 3.2
True eta there (s): 1.58e+04 3881 1000 269.4 75.66
Relative half-width h 0.06667
gamma 13.3333 1/V; G 120.0 V
Matched laws at operating voltage:
 exponential: eta 6.174e+08 s; local exponent 26.67
  life at F=0.001: 0.1957 years
  voltage for 10 years at this F: 1.705 V
 power: eta 1.106e+10 s; local exponent 40.00
  life at F=0.001: 3.505 years
  voltage for 10 years at this F: 1.948 V
 reciprocal: eta 4.852e+11 s; local exponent 60.00
  life at F=0.001: 153.8 years
  voltage for 10 years at this F: 2.095 V
Reciprocal/exponential lifetime ratio 785.8
Failure-fraction factor 0.01000
Noise-free fits to power-law data:
 exponential: max |residual| in ln eta 0.0452; projected eta 6.565e+08 s
 power: max |residual| in ln eta 0.0000; projected eta 1.106e+10 s
 reciprocal: max |residual| in ln eta 0.0454; projected eta 4.345e+11 s
Sampling sigma of ln eta 0.1510; standard error of lam 1.815
Simulated fits, power law true:
 exponential: median R2 0.9967; accepted 93.0 %; wins 39.5 %
  projection SE in ln eta 0.482; 95% factor 2.57; coverage 0.01 %
 power: median R2 0.9970; accepted 94.9 %; wins 21.5 %
  projection SE in ln eta 0.582; 95% factor 3.13; coverage 95.12 %
 reciprocal: median R2 0.9966; accepted 93.0 %; wins 39.1 %
  projection SE in ln eta 0.713; 95% factor 4.04; coverage 0.09 %
Predicted win rate of true law 21.7 %
Devices per voltage for SE(lam)=0.25: narrow 1029, doubled 65
True-law wins with those: narrow 95.7 %, doubled 95.9 %; predicted 95.4 %
Doubled window 2.6 to 3.4 V, 20 devices: true law wins 73.1 %
Added group at 2.4 V: true law wins 81.6 %; predicted 81.5 %
 eta there 87.1 days; mean last failure of 20: 201.8 days
success
```
